# Why first-order spin-spin coupling gives no quartic zero-field terms

For an isolated, orbitally nondegenerate level of spin $S$, the magnetic dipolar coupling between electron spins gives in first order a zero-field Hamiltonian $\mathbf S\cdot\mathbf D\cdot\mathbf S$ and a constant. All rank-four Stevens coefficients vanish at this order, however large $S$ is. They can appear from second order on.

The opposite belief has a reasonable starting point. A spin $S$ supports tensor operators up to rank $2S$, so quartic operators exist once $S\ge 2$. Such a level has at least four unpaired electrons, and the dipolar coupling sums over all their pairs. It seems natural that four coupled spins should produce a term of fourth degree. Measured levels can seem to agree, since a splitting of the $m=\pm2$ pair looks like the work of $S_+^4+S_-^4$. But $S\ge2$ only makes room for a quartic term. Whether one arises depends on the operator and on the order of perturbation theory.

## The first-order term

Hartree atomic units are used, with $g=2$ and spins in units of $\hbar$. Let $H_0$ commute with the total spin, and let $P$ project on the $2S+1$ states of the level. The Breit spin-spin operator is

$$H_{SS}=\alpha^2\sum_{i<j}\left[\frac{\mathbf s_i\cdot\mathbf s_j}{r_{ij}^3}-\frac{3(\mathbf s_i\cdot\mathbf r_{ij})(\mathbf s_j\cdot\mathbf r_{ij})}{r_{ij}^5}\right]+\text{contact term}.$$

The contact term contains $\mathbf s_i\cdot\mathbf s_j$, a scalar under spin rotations, and shifts the level as a whole. In the rest, the spatial factor

$$f_{ab}(\mathbf r)=\frac{\alpha^2}{r^3}\left(\delta_{ab}-\frac{3r_ar_b}{r^2}\right)$$

is symmetric and traceless, so it selects the symmetric traceless part of $s_{ia}s_{jb}$. Fix the spatial component $cd$ and define

$$A^{cd}_{ab}=\sum_{i<j}f_{cd}(\mathbf r_{ij})\left[\tfrac12(s_{ia}s_{jb}+s_{ib}s_{ja})-\tfrac13\delta_{ab}\,\mathbf s_i\cdot\mathbf s_j\right].$$

When all spins are rotated and positions are left alone, the components $ab$ transform as a rank-two tensor. Adding more pairs adds more tensors of the same rank. The Wigner-Eckart theorem then says that, within the level, this tensor is proportional to the rank-two tensor built from $\mathbf S$:

$$PA^{cd}_{ab}P=D_{cd}\left[\tfrac12(S_aS_b+S_bS_a)-\tfrac13\delta_{ab}S(S+1)\right].$$

Setting $cd=ab$ and summing gives

$$PH_{SS}P=\sum_{ab}D_{ab}S_aS_b+\text{constant},\qquad \sum_aD_{aa}=0.$$

The electronic wavefunction enters through the numbers $D_{ab}$ and cannot change the rank.

The quartic coefficients are found by taking the trace with rank-four operators. With $X=S(S+1)$, define

$$O_{20}=3S_z^2-X,\qquad O_{44}=\tfrac12(S_+^4+S_-^4),$$
$$O_{40}=35S_z^4-(30X-25)S_z^2+3X^2-6X.$$

A product of tensors of ranks two and four contains no scalar, so its trace vanishes. For $S=2$ this can be seen directly. In the order $m=2,1,0,-1,-2$, the diagonal of $O_{20}$ is $6,-3,-6,-3,6$ and that of $O_{40}$ is $12,-48,72,-48,12$. The sum of products is $72+144-432+144+72=0$. The coefficient of $O_{44}$ vanishes because $\mathbf S\cdot\mathbf D\cdot\mathbf S$ changes $m$ by at most two.

For $N$ parallel spins 1/2 treated as point dipoles at fixed positions, $D_{ab}$ has a simple form; for extended, overlapping spin densities it is an approximation. The state of maximum spin is symmetric under permutations, so every pair contributes the same spin tensor. In $S_aS_b=\sum_{ij}s_{ia}s_{jb}$ the terms $i=j$ have no symmetric traceless part, because $s_as_b+s_bs_a=\delta_{ab}/2$ for spin 1/2. The $N(N-1)$ ordered pairs share the rest equally, hence

$$D_{ab}=\frac{1}{N(N-1)}\sum_{i<j}f_{ab}(\mathbf r_{ij}).$$

## A splitting that looks quartic

Take $S=2$ and the purely rank-two Hamiltonian

$$H=D(S_z^2-2)+E(S_x^2-S_y^2),\qquad S_x^2-S_y^2=\tfrac12(S_+^2+S_-^2).$$

From $S_+|0\rangle=\sqrt6\,|1\rangle$ and $S_+|1\rangle=2|2\rangle$, the element between $m=0$ and $m=\pm2$ is $\sqrt6E$. That between $m=\pm1$ is $\tfrac12\sqrt6\sqrt6E=3E$, so these two states have energies $-D\pm3E$. The odd combination of $m=\pm2$ does not couple to $m=0$ and stays at $2D$. The even combination couples to it by $\sqrt2\sqrt6E=2\sqrt3E$:

$$\begin{pmatrix}2D&2\sqrt3E\\2\sqrt3E&-2D\end{pmatrix}\quad\Rightarrow\quad \pm2\sqrt{D^2+3E^2}.$$

The $m=\pm2$ pair is therefore split by

$$2\sqrt{D^2+3E^2}-2|D|\approx\frac{3E^2}{|D|}\qquad(|E|\ll|D|).$$

For $D=-10$ GHz and $E=1$ GHz this is $2\sqrt{103}-20=0.2978$ GHz. Since $\langle2|O_{44}|{-2}\rangle=\tfrac12\cdot24=12$, a term $B_{44}O_{44}$ with $E=0$ would split the same pair by $24|B_{44}|$. Someone who saw only this pair could report $B_{44}=0.2978/24=0.0124$ GHz, although the Hamiltonian has no quartic part.

The $m=\pm1$ pair exposes this particular error. It is split by $6|E|=6$ GHz here, whereas $O_{44}$ changes $m$ by four and leaves it unsplit. This rules out $O_{44}$ alone, not every quartic fit. The rank-four operator $O_{42}$, which changes $m$ by two, does split $m=\pm1$, and the four numbers $D$, $B_{40}$, $B_{42}$, $B_{44}$ with $E=0$ can reproduce all four zero-field spacings. Zero-field energies alone therefore do not fix the rank. The factor $E^2$ comes from diagonalizing the spin Hamiltonian after it has been built. It does not show that the Hamiltonian itself contains a fourth-degree term.

## What higher orders allow

In second order the level acquires

$$H^{(2)}=-PH_{SS}Q\,\frac{1}{H_0-E_0}\,QH_{SS}P,\qquad Q=1-P.$$

The energy denominator is a scalar under spin rotations. Two rank-two tensors combine to ranks 0 to 4, so a quartic term is now allowed.

Spin-orbit coupling is linear in the electron spins and has spin rank one. A term with $n$ spin-orbit factors and $m$ spin-spin factors has rank at most $n+2m$, because ranks add at most and all denominators are scalars. Rank four requires

$$n+2m\ge4.$$

The lowest routes are two spin-spin factors (second order), two spin-orbit factors with one spin-spin factor (third order), and four spin-orbit factors (fourth order). The condition is necessary, not sufficient: spatial symmetry can remove a term. Odd ranks are absent without a magnetic field, since they change sign under time reversal. For $S<2$ no order helps, because a rank-four operator has no matrix elements within the level.

These powers can be seen in a model that assumes nothing about localized spins. Six electrons occupy five orbitals with evenly spaced energies and random two-electron integrals. A term proportional to $-\mathbf S^2$, a scalar under spin rotations, is added to $H_0$ so that a quintet lies lowest. The gap to the next level is set to 1, and each coupling operator is scaled to a largest absolute eigenvalue of 1. In first order the spin-spin matrix on the quintet has a rank-two part of norm 0.42 and a rank-four part below $10^{-11}$, which is rounding error.

Diagonalizing the full Hamiltonian in all 210 determinants and mapping the lowest five states back on the quintet gives the effective Hamiltonian. Reversing the signs of the couplings separates even from odd powers, and doubling a coupling then reveals the leading power. The even rank-four part grows as the power 2.000 of the spin-spin coupling, or as the power 4.000 of the spin-orbit coupling when that acts alone. The mixed part that is odd in spin-spin and even in spin-orbit coupling grows with powers 1.000 and 2.000 respectively. These are the three routes.

## Four spins on a tetrahedron

A regular tetrahedron separates the orders cleanly. Place spins 1/2 at $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$, times $R/(2\sqrt2)$, so that each edge has length $R$. Let them be coupled by

$$H_0=-J\sum_{i<j}\mathbf s_i\cdot\mathbf s_j=-\frac J2\,[S(S+1)-3],\qquad J>0.$$

The quintet lies at $-3J/2$, three triplets at $J/2$ and two singlets at $3J/2$. The gaps are $2J$ and $3J$. The contact term is absorbed in $J$.

With $d=\alpha^2/R^3$, the first-order tensor is proportional to $\sum(\delta_{ab}-3n_an_b)$ over the six edge directions $\mathbf n$. Each axis has $n_a^2=1/2$ on four edges, so the diagonal sum is $6-3\cdot2=0$. Off-diagonal terms cancel between opposite edges. Thus $D=0$, and the quintet is unsplit in first order.

**The operator.** Edges 12 and 34 point along $(0,1,1)$ and $(0,1,-1)$. Define

$$Q_x=\sum_{12,\,34}\left(s_{ix}s_{jx}-\tfrac13\mathbf s_i\cdot\mathbf s_j\right),$$
$$W_x=(s_{1y}s_{2z}+s_{1z}s_{2y})-(s_{3y}s_{4z}+s_{3z}s_{4y}).$$

Inserting the directions, and using $s_ys_y'+s_zs_z'=\mathbf s\cdot\mathbf s'-s_xs_x'$, gives $\tfrac{3d}2(Q_x-W_x)$ for these two edges. Edges 13 and 24 give the $y$ terms, and 14 and 23 the $z$ terms:

$$H_{SS}=\tfrac{3d}{2}\sum_a(Q_a-W_a).$$

**The states.** Let $|x\rangle,|y\rangle,|z\rangle$ be the Cartesian triplet states of a pair, with pair spin $L_a|b\rangle=i\epsilon_{abc}|c\rangle$, and let $|ab\rangle$ put pair 12 in $|a\rangle$ and pair 34 in $|b\rangle$. The quintet consists of the symmetric traceless combinations, among them

$$u_x=\frac{2|xx\rangle-|yy\rangle-|zz\rangle}{\sqrt6},\quad v_x=\frac{|yy\rangle-|zz\rangle}{\sqrt2},\quad t_x=\frac{|yz\rangle+|zy\rangle}{\sqrt2}.$$

Cyclic changes of axes define $u_y$, $v_y$, $t_y$ and so on. The $u$ and $v$ states span a doublet $E$, the $t$ states a triplet $T_2$. Tetrahedral symmetry keeps each set degenerate and prevents their mixing. Because quintet states are symmetric under permutations, the same expressions hold for the pairings (13)(24) and (14)(23).

**Coupling to triplets.** Since $L_yL_z+L_zL_y=2(s_{1y}s_{2z}+s_{1z}s_{2y})$, each bracket in $W_x$ takes $|y\rangle$ to $-\tfrac12|z\rangle$, $|z\rangle$ to $-\tfrac12|y\rangle$, and $|x\rangle$ to zero. Therefore

$$W_xu_x=W_xt_x=0,\qquad W_xv_x=\frac{|yz\rangle-|zy\rangle}{\sqrt2},\qquad W_xt_z=\frac{|xz\rangle-|zx\rangle}{2\sqrt2}.$$

The squared norms of the last two are 1 and 1/4, and $t_y$ also gives 1/4. The results are antisymmetric in the two pairs and have total spin 1. The result of $W_x$ is even under the double exchange (12)(34) and odd under (13)(24) and (14)(23). Those of $W_y$ and $W_z$ are even under a different one, so all three are orthogonal and their squared norms add.

For $t_x$ the sum is $\tfrac14+\tfrac14=\tfrac12$. For $u_x$, the overlap with $v_y=(|zz\rangle-|xx\rangle)/\sqrt2$ is $-3/\sqrt{12}$, with square $3/4$; the remainder lies along $u_y$, which $W_y$ annihilates. $W_z$ gives another $3/4$. Multiplying by $(3d/2)^2=9d^2/4$ gives squared couplings

$$E:\ \tfrac32\cdot\tfrac94d^2=\tfrac{27}8d^2,\qquad T_2:\ \tfrac12\cdot\tfrac94d^2=\tfrac98d^2.$$

**Coupling to singlets.** The $Q_a$ are even under all three double exchanges. Each of the three triplet levels is odd under two of them, so the $Q_a$ do not reach triplets. Their sum has no quintet part either, because $D=0$. Singlets remain.

From $L_x^2=\tfrac12+2s_{1x}s_{2x}$, the pair term in $Q_x$ equals $-\tfrac13$ on $|x\rangle$ and $\tfrac16$ on $|y\rangle$ and $|z\rangle$. Let $A_x=(|xx\rangle+|yy\rangle+|zz\rangle)/\sqrt3$, and let $A_y,A_z$ be its analogues for the other pairings. Then

$$\langle A_x|Q_x|u_x\rangle=\frac{2(-\frac23)-\frac13-\frac13}{\sqrt{18}}=-\frac{\sqrt2}{3},$$

while $v_x$ and the $t$ states give zero. The other singlet, made of two pair singlets, is not reached by $Q_x$. Since $\langle u_y|u_x\rangle=\langle u_z|u_x\rangle=-\tfrac12$, the singlet part of $\sum_aQ_au_x$ is

$$-\frac{\sqrt2}3\left(A_x-\tfrac12A_y-\tfrac12A_z\right)=-\frac{\sqrt2}{2}A_x.$$

The last step uses $A_x+A_y+A_z=0$: this sum is symmetric under all permutations, and a fully symmetric state of four spins 1/2 has $S=2$, not 0. The squared coupling is $\tfrac12\cdot\tfrac94d^2=\tfrac98d^2$ for $E$, and zero for $T_2$.

**The quartic term.** Dividing by the gaps gives

$$\Delta_E=-\frac{27d^2}{8\cdot2J}-\frac{9d^2}{8\cdot3J}=-\frac{33d^2}{16J},\qquad \Delta_{T_2}=-\frac{9d^2}{16J}.$$

The doublet lies lower by $3d^2/(2J)$. The cubic operator $O_{40}+5O_{44}$ equals 72 on $E$ ($m=0$, and the even combination of $m=\pm2$, where $12+60=72$) and $-48$ on $T_2$. Matching $120B_4=-3d^2/(2J)$ gives

$$H^{(2)}=B_4(O_{40}+5O_{44})+\text{constant},\qquad B_4=-\frac{d^2}{80J}.$$

## Size of the effect

Take $R=5$ bohr and $J=10^{-4}$ hartree $=6.580\times10^5$ MHz, round model parameters. The ferromagnetic sign and the size of $J$ are assumptions, and $J$ is kept the same on all edges throughout. Four hydrogen atoms at this distance would couple antiferromagnetically, with the quintet several millihartree above the lowest state. Then $d=4.260\times10^{-7}$ hartree $=2803$ MHz and $d/J=0.00426$. The second-order splitting is $1.5\times2803\times0.00426\approx17.9$ MHz, with $B_4=-0.149$ MHz. Diagonalizing all 16 spin states gives 17.84 MHz, or $2.71\times10^{-9}$ hartree. The second-order value is 0.4 percent above this. Third-order terms are smaller than second-order ones by a factor of order $d/J$, so a difference of this magnitude is expected.

Now stretch the figure by 10 percent along $z$. Four edges acquire squared length $1.105R^2$ and $n_z^2=1.21/2.21=0.5475$; the other two keep length $R$ and $n_z=0$. With $N(N-1)=12$ and $D=\tfrac32D_{zz}$,

$$D=\frac d8\left[\frac{4(1-3\times0.5475)}{1.105^{3/2}}+2\right]\approx-74.5\ \text{MHz}.$$

This is a first-order result, and $B_{40}$ and $B_{44}$ are still zero at that order. Full diagonalization, mapped on the quintet, gives $D=-74.59$, $B_{40}=-0.115$ and $B_{44}=-0.671$ MHz. Doubling $J$ changes these to $-74.55$, $-0.05765$ and $-0.336$ MHz. The quartic coefficients halve, as second-order terms with a denominator proportional to $J$ must, while $D$ hardly moves.

The dependence on $J$ also marks the limit of the description. If the gaps become comparable with $d$, the quintet is no longer isolated and the expansion fails. Diagonalizing several multiplets together, even with a coupling operator written only once, includes repeated action of that operator. A quartic term extracted from such a calculation is a higher-order term and does not contradict the first-order result.
